# One Silent Amplifier in a Four-Way In-Phase Power Combiner: test program

```python
# Result under test: four equal in-phase amplifiers feed an ideal isolated
# combiner. With one silent, the output is 9/16 of the original output and
# the isolation resistors dissipate 3/16 of the original output.
# Symbols: P_AMP = power of one amplifier into Z0; Z0 = reference resistance;
# m = number of active amplifiers. All voltages and currents are rms.
# Method: node equations of real combiner circuits made of quarter-wave lines
# and resistors; resistor power is found from the node voltages.
import itertools
import numpy as np

Z0 = 50.0            # ohm
P_AMP = 50.0         # W
F0 = 1.3e9           # Hz, design frequency
EFFICIENCY = 0.55    # drain efficiency of one amplifier
SINK = 0.2           # K/W, common heat sink
OPEN, SHORT = 1e12, 1e-9   # ohm, numerical open and short circuits
FULL = 4 * P_AMP


def solve(kind, drive, z_source, z_load=Z0, x=1.0, loss_db=0.0,
          r_scale=1.0, cap=0.0, resistors_on=True):
    """drive: relative waves of the amplifiers; x: frequency / F0;
    loss_db: loss of each line; cap: capacitance at each resistor end."""
    if kind == "tree":
        lines = [(0, 4), (1, 4), (2, 5), (3, 5), (4, 6), (5, 6)]
        resistors = [(0, 1), (2, 3), (4, 5)]
        z_line, r_iso, size, out = np.sqrt(2) * Z0, 2 * Z0, 7, 6
    else:
        lines = [(k, 4) for k in range(4)]
        resistors = [(k, 5) for k in range(4)]
        z_line, r_iso, size, out = 2 * Z0, Z0, 6, 4
    r_iso *= r_scale
    y = np.zeros((size, size), complex)
    gamma = loss_db * np.log(10) / 20 + 0.5j * np.pi * x
    y_self = np.cosh(gamma) / (z_line * np.sinh(gamma))
    y_mutual = 1 / (z_line * np.sinh(gamma))
    for i, j in lines:
        y[i, i] += y_self
        y[j, j] += y_self
        y[i, j] -= y_mutual
        y[j, i] -= y_mutual
    if resistors_on:
        for i, j in resistors:
            for k in (i, j):
                y[k, k] += 1 / r_iso + 2j * np.pi * F0 * x * cap
            y[i, j] -= 1 / r_iso
            y[j, i] -= 1 / r_iso
    y[out, out] += 1 / z_load
    y_source = 1 / np.array(z_source, complex)
    # Each source is set to give its nominal power into Z0.
    i_source = np.array(drive) * np.sqrt(P_AMP * Z0) * (y_source + 1 / Z0)
    current = np.zeros(size, complex)
    current[:4] = i_source
    y[range(4), range(4)] += y_source
    v = np.linalg.solve(y, current)
    i_in = i_source - y_source * v[:4]
    active = np.abs(drive) > 0
    reflection = ((v[:4] - Z0 * i_in)[active]
                  / (v[:4] + Z0 * i_in)[active])
    heat = np.array([abs(v[i] - v[j])**2 / r_iso for i, j in resistors])
    if not resistors_on:
        heat[:] = 0
    return {"out": abs(v[out])**2 * (1 / z_load).real, "heat": heat,
            "gamma": np.abs(reflection), "v": v[:4],
            "input": np.sum((v[:4] * i_in.conj()).real)}


# Ideal circuits: all active sets, several source and silent-port impedances.
max_error = 0.0
max_tree_heat = np.zeros(3)
for kind in ("tree", "star"):
    for state in itertools.product((0, 1), repeat=4):
        m = sum(state)
        if m == 0:
            continue
        for z_active in (Z0, 20 + 30j):
            for z_silent in (OPEN, SHORT, Z0, 10 - 40j):
                zs = [z_active if s else z_silent for s in state]
                r = solve(kind, state, zs)
                errors = [r["out"] / FULL - (m / 4)**2,
                          r["heat"].sum() / FULL - m * (4 - m) / 16,
                          r["gamma"].max(),
                          (r["input"] - m * P_AMP) / FULL]
                errors += [abs(r["v"][k]) / np.sqrt(P_AMP * Z0)
                           for k in range(4) if not state[k]]
                max_error = max(max_error, np.max(np.abs(errors)))
                if kind == "tree":
                    max_tree_heat = np.maximum(max_tree_heat, r["heat"])
assert max_error < 1e-8

three = (0, 1, 1, 1)
before = solve("tree", (1, 1, 1, 1), [Z0] * 4)
tree = solve("tree", three, [OPEN, Z0, Z0, Z0])
star = solve("star", three, [OPEN, Z0, Z0, Z0])
assert np.allclose(tree["heat"] / P_AMP, [1/2, 0, 1/4], atol=1e-8)
assert np.allclose(star["heat"] / P_AMP, [9/16, 1/16, 1/16, 1/16], atol=1e-8)

# Superposition: unchanged source impedance gives 9/16 even in poor circuits.
for options in (dict(x=0.8), dict(loss_db=0.5), dict(cap=1e-12),
                dict(z_load=80 + 20j), dict(resistors_on=False)):
    for z in (Z0, 20 + 30j):
        a = solve("tree", (1, 1, 1, 1), [z] * 4, **options)["out"]
        b = solve("tree", three, [z] * 4, **options)["out"]
        assert abs(b / a - 9 / 16) < 1e-9

# Without isolation resistors the silent port's impedance matters.
bare = solve("tree", three, [OPEN, Z0, Z0, Z0], resistors_on=False)
bare_matched = solve("tree", three, [Z0] * 4, resistors_on=False)
assert abs(bare["out"] / FULL - 9 / 16) > 0.05
assert bare["gamma"].max() > 0.9
assert bare_matched["gamma"].max() > 0.1

print("INPUTS")
print(f"power per amplifier: {P_AMP:.1f} W")
print(f"reference resistance: {Z0:.1f} ohm")
print(f"design frequency: {F0/1e9:.2f} GHz")
print(f"drain efficiency per amplifier: {100*EFFICIENCY:.1f} %")
print(f"heat sink resistance: {SINK:.2f} K/W")
print("IDEAL COMBINER, ONE AMPLIFIER SILENT")
print(f"largest relative error, all ideal cases: {max_error:.1e}")
print(f"output with four active: {before['out']:.3f} W")
print(f"power entering from three: {tree['input']:.3f} W")
print(f"output with three active: {tree['out']:.3f} W")
print(f"output ratio: {tree['out']/before['out']:.6f}")
print(f"output drop: {10*np.log10(before['out']/tree['out']):.3f} dB")
print(f"total resistor power: {tree['heat'].sum():.3f} W")
print(f"resistor power / original output: "
      f"{tree['heat'].sum()/before['out']:.6f}")
print(f"tree, resistor beside silent amplifier: {tree['heat'][0]:.3f} W")
print(f"tree, resistor of intact pair: {tree['heat'][1]:.3f} W")
print(f"tree, resistor joining pairs: {tree['heat'][2]:.3f} W")
print(f"star, silent branch: {star['heat'][0]:.3f} W")
print(f"star, each active branch: {star['heat'][1]:.3f} W")
print(f"tree, highest pair-resistor power, any state: "
      f"{max_tree_heat[0]:.3f} W")
print(f"tree, highest joining-resistor power, any state: "
      f"{max_tree_heat[2]:.3f} W")
print("TREE WITHOUT RESISTORS, ONE SILENT")
print(f"open silent port, output ratio: {bare['out']/FULL:.4f}")
print("open silent port, active reflection magnitudes: "
      + ", ".join(f"{g:.3f}" for g in bare["gamma"]))
print("50 ohm silent port, active reflection magnitudes: "
      + ", ".join(f"{g:.3f}" for g in bare_matched["gamma"]))

dc_each = P_AMP / EFFICIENCY
amp_heat = dc_each - P_AMP
heat_change = tree["heat"].sum() - amp_heat
print("SUPPLY AND HEAT")
print(f"efficiency before: {100*before['out']/(4*dc_each):.2f} %")
print(f"efficiency after: {100*tree['out']/(3*dc_each):.2f} %")
print(f"heat of one active amplifier: {amp_heat:.2f} W")
print(f"change in total sink heat: {heat_change:.2f} W")
print(f"change in sink temperature: {SINK*heat_change:.2f} K")


def spread(cases):
    """Ranges of output ratio, resistor share and four-active output."""
    rows = []
    for options in cases:
        for z_active in (25.0, 50.0, 100.0):
            full = solve("tree", (1, 1, 1, 1), [z_active] * 4, **options)
            for z_silent in (OPEN, SHORT, Z0, 50j, -50j):
                r = solve("tree", three, [z_silent] + [z_active] * 3,
                          **options)
                rows.append((r["out"] / full["out"],
                             r["heat"].sum() / full["out"], full["out"]))
    return np.array(rows)


def show(label, rows):
    lo, hi = rows.min(axis=0), rows.max(axis=0)
    print(f"{label}: {lo[0]:.3f}-{hi[0]:.3f}; {lo[1]:.3f}-{hi[1]:.3f}; "
          f"{lo[2]:.1f}-{hi[2]:.1f} W")


edges = (1.2e9, 1.4e9)
line_loss, r_error, capacitance, vswr = 0.1, 0.05, 0.5e-12, 1.5
rho = (vswr - 1) / (vswr + 1)
loads = []
for angle in np.arange(0, 2 * np.pi, np.pi / 6):
    g_load = rho * np.exp(1j * angle)
    loads.append(dict(z_load=Z0 * (1 + g_load) / (1 - g_load)))

amp_db, phase_deg = 0.3, 10.0
error_rows = []
for signs in itertools.product((-1, 1), repeat=8):
    s = np.array(signs)
    waves = (10**(amp_db * s[:4] / 20)
             * np.exp(1j * np.deg2rad(phase_deg) * s[4:]))
    full = solve("tree", waves, [Z0] * 4)
    waves_three = waves.copy()
    waves_three[0] = 0
    r = solve("tree", waves_three, [Z0] * 4)
    error_rows.append((r["out"] / full["out"],
                       r["heat"].sum() / full["out"], full["out"]))

effects = {
    f"band edges {edges[0]/1e9:.1f}, {edges[1]/1e9:.1f} GHz":
        spread([dict(x=f / F0) for f in edges]),
    f"line loss {line_loss:.1f} dB per line":
        spread([dict(loss_db=line_loss)]),
    f"resistor error +/-{100*r_error:.0f} %":
        spread([dict(r_scale=1 + s * r_error) for s in (-1, 1)]),
    f"capacitance {capacitance*1e12:.1f} pF per resistor end":
        spread([dict(cap=capacitance)]),
    f"antenna standing-wave ratio {vswr:.1f}": spread(loads),
    f"module errors +/-{amp_db:.1f} dB, +/-{phase_deg:.0f} deg":
        np.array(error_rows)}
print("NEGLECTED EFFECTS, EACH ALONE")
print("columns: output ratio; resistor share; four-active output")
for label, rows in effects.items():
    show(label, rows)
largest = max(effects, key=lambda k: np.abs(effects[k][:, 0] - 9/16).max())
print(f"largest effect on output ratio: {largest}")
print(f"its largest shift of the ratio: "
      f"{np.abs(effects[largest][:, 0] - 9/16).max():.3f}")
print("verified")
```

Running it gives:

```
INPUTS
power per amplifier: 50.0 W
reference resistance: 50.0 ohm
design frequency: 1.30 GHz
drain efficiency per amplifier: 55.0 %
heat sink resistance: 0.20 K/W
IDEAL COMBINER, ONE AMPLIFIER SILENT
largest relative error, all ideal cases: 4.4e-16
output with four active: 200.000 W
power entering from three: 150.000 W
output with three active: 112.500 W
output ratio: 0.562500
output drop: 2.499 dB
total resistor power: 37.500 W
resistor power / original output: 0.187500
tree, resistor beside silent amplifier: 25.000 W
tree, resistor of intact pair: 0.000 W
tree, resistor joining pairs: 12.500 W
star, silent branch: 28.125 W
star, each active branch: 3.125 W
tree, highest pair-resistor power, any state: 25.000 W
tree, highest joining-resistor power, any state: 50.000 W
TREE WITHOUT RESISTORS, ONE SILENT
open silent port, output ratio: 0.4444
open silent port, active reflection magnitudes: 1.000, 0.333, 0.333
50 ohm silent port, active reflection magnitudes: 0.750, 0.250, 0.250
SUPPLY AND HEAT
efficiency before: 55.00 %
efficiency after: 41.25 %
heat of one active amplifier: 40.91 W
change in total sink heat: -3.41 W
change in sink temperature: -0.68 K
NEGLECTED EFFECTS, EACH ALONE
columns: output ratio; resistor share; four-active output
band edges 1.2, 1.4 GHz: 0.556-0.568; 0.182-0.191; 198.6-201.4 W
line loss 0.1 dB per line: 0.562-0.563; 0.194-0.194; 190.5-190.5 W
resistor error +/-5 %: 0.559-0.566; 0.185-0.190; 200.0-200.0 W
capacitance 0.5 pF per resistor end: 0.541-0.582; 0.169-0.207; 197.2-202.7 W
antenna standing-wave ratio 1.5: 0.490-0.640; 0.134-0.264; 168.8-220.4 W
module errors +/-0.3 dB, +/-10 deg: 0.540-0.595; 0.181-0.216; 181.0-214.3 W
largest effect on output ratio: antenna standing-wave ratio 1.5
its largest shift of the ratio: 0.077
verified
```
